# Why a single quantum-well exciton absorbs at most half the light, part 2

How much of a weak, normally incident light beam can one exciton line in a quantum well absorb? The well lies in a lossless medium of its own refractive index $n$, and light of unit amplitude arrives from the left. Fields vary as $e^{-i\omega t}$, and $k=n\omega/c$. The absorbed fraction is $A=1-R-T$, with $R=|r|^2$ reflected and $T=|t|^2$ transmitted.

The exciton's polarization amplitude decays at the rate $\Gamma$ by emitting light and at the rate $\gamma$ in all other ways. The exciton has a real profile $\rho(z)$ and is driven by $\Lambda=\int\rho E\,dz$. Its response is $X(\omega)$, where $\operatorname{Im}X>0$ means loss. For a single line of frequency $\omega_0$, $X=1/(\omega_0-\omega-i\gamma)$. The field obeys

$$E(z)=e^{ikz}+i\beta X\Lambda\int e^{ik|z-z'|}\rho(z')\,dz'. \tag{10}$$

Here $\beta$ is the coupling rate, and

$$Q=\int\rho\,e^{ikz}dz,\qquad J=\iint\rho(z)\rho(z')e^{ik|z-z'|}dz\,dz',$$

with $\operatorname{Re}J=|Q|^2$. Multiplying (10) by $\rho$ and integrating gives $\Lambda=Q/(1-i\beta XJ)$. With $\Gamma=\beta|Q|^2$ and the shifted line centre $\omega_0'=\omega_0+\beta\operatorname{Im}J$, a single line has

$$t=1+\frac{i\Gamma}{D},\qquad r=\frac{i\beta Q^2}{D}, \tag{14}$$

$$D=\omega_0'-\omega-i(\Gamma+\gamma),\qquad A=\frac{2\Gamma\gamma}{|D|^2}.$$

At the line centre, with $x=\gamma/\Gamma$,

$$\frac12-A=\frac12-\frac{2x}{(1+x)^2}=\frac{(1+x)^2-4x}{2(1+x)^2}=\frac{(1-x)^2}{2(1+x)^2}\ge0. \tag{18}$$

One line therefore absorbs at most half the light, and reaches one half at $\omega=\omega_0'$ and $\gamma=\Gamma$.

The example is a CdTe well with $n=3.0$, exciton energy 1.62 eV, width 10 nm and in-plane exciton radius $a=6.0$ nm. It has $\hbar\Gamma=0.132$ meV and a radiative population lifetime of 2.5 ps. The "grid solution" used in the tests solves the wave equation with the exciton's polarization numerically, without the steps from (10) to (14). The first test below checks the maximum found from (18).

**Test.** A numerical search over frequency and $\gamma$, using the grid solution of the wave equation, started away from the line centre with $\gamma=2.2\,\Gamma$. It ended at $A=0.50000$ and $\gamma/\Gamma=1.0000$, with the frequency at $\omega_0'$ to within $0.003\,\Gamma$.

The maximum is flat. By (18), a factor of two in $\gamma$ either way leaves $A=4/9$. The absorption falls to half its peak at a detuning of $\Gamma+\gamma$, so the full width is $2(\Gamma+\gamma)$. At the optimum this is $4\Gamma$, or 0.53 meV in the example.

### A different question: broadband light

The optimum belongs to narrow-band light at the line centre. For light whose spectrum is flat over the whole line, the absorbed energy is proportional to the area under $A$. Since $\int du/(u^2+w^2)=\pi/w$,

$$\int A\,d\omega=\frac{2\pi\Gamma\gamma}{\Gamma+\gamma}. \tag{19}$$

At fixed $\Gamma$ this grows steadily with $\gamma$ towards $2\pi\Gamma$. In energy units the example gives 0.076, 0.415 and 0.755 meV for $\gamma/\Gamma=0.1$, 1 and 10. The first and last cases have the same peak, but the last line is ten times as wide. Equal rates are thus the best choice for a narrow laser line at the centre and not for a broad spectrum.

### Generalization: any response of one profile

Does one half depend on the Lorentzian shape? Write $Q=|Q|e^{i\phi}$ and remove the phase from the reflected amplitude, $\tilde r=re^{-2i\phi}$. For an arbitrary response $X$, the steps that led to (14) give

$$\tilde r=\frac{i\beta|Q|^2X}{1-i\beta JX},\qquad t=1+\tilde r. \tag{20}$$

The well radiates equally strongly to both sides, and on the far side its wave is added to the incident one. This alone fixes the bound:

$$A=1-|\tilde r|^2-|1+\tilde r|^2=-2|\tilde r|^2-2\operatorname{Re}\tilde r=\frac12-2\left|\tilde r+\frac12\right|^2. \tag{21}$$

The last step can be checked by expanding $2|\tilde r+\frac12|^2=2|\tilde r|^2+2\operatorname{Re}\tilde r+\frac12$. Hence $A\le\frac12$, with equality when $\tilde r=-\frac12$. A stronger absorber does not help. Beyond the optimum it radiates more, and the additional light leaves as reflection.

**Limit.** For the single line $\tilde r=i\Gamma/D$. The condition $i\Gamma/D=-\frac12$ means $D=-2i\Gamma$, which requires $\omega=\omega_0'$ and $\gamma=\Gamma$, as before.

**Test.** Sixty random responses with $\operatorname{Im}X\ge0$, of magnitudes between about $0.03/\Gamma$ and $30/\Gamma$, were given to an asymmetric 10 nm well in the grid solution. In each case $A$ lay between 0 and $\frac12$, to within $10^{-7}$.

The argument uses one real profile. Several layers, or a well thick enough to hold several excitons with different profiles, are outside it.

### Why one half: even and odd light

For a symmetric well centred at $z=0$ there is a more direct reason. The incident wave is

$$e^{ikz}=\cos kz+i\sin kz.$$

The exciton is driven by $\int\rho E\,dz$. With $\rho$ even, the sine contributes nothing. The odd part of the light passes as if the well were absent, however strong the exciton is.

To count the power, send beams of amplitudes $a_L$ and $a_R$ from the left and right. The outgoing amplitudes are $ra_L+ta_R$ on the left and $ta_L+ra_R$ on the right. Two combinations keep their form:

- For $a_L=a_R$, each outgoing amplitude is the incoming one times $t+r=1+2r$.
- For $a_L=-a_R$, the factor has magnitude $|t-r|=1$, so nothing is absorbed.

A single beam is the sum of both:

$$(1,0)=\left(\tfrac12,\tfrac12\right)+\left(\tfrac12,-\tfrac12\right).$$

Each part carries the power $\frac14+\frac14=\frac12$. The exciton can absorb from the first part and not from the second. Its absorption from one side is therefore

$$A=\tfrac12\left(1-|1+2r|^2\right),$$

which is (21) for a symmetric well.

At the line centre $r=-\Gamma/(\Gamma+\gamma)$, so

$$1+2r=\frac{\gamma-\Gamma}{\gamma+\Gamma}.$$

At equal rates this vanishes, and the even part is absorbed completely. Two equal beams that are in phase at the well are then absorbed entirely, and the same beams in opposite phase not at all. The grid solution for the CdTe well at $\gamma=\Gamma$ gives $A=1.0000$ and $0.0000$ of the total incoming power. The limit of one half thus belongs to the one-sided illumination.

The argument also covers a well whose index differs from that of the barriers, if the structure remains mirror-symmetric and its background lossless. The odd part then acquires a phase but loses no power, and one-sided absorption still cannot exceed one half. The values of $\Gamma$ and $\omega_0'$ may change.

### Generalization: a disordered line

In a real well the exciton energy varies from place to place. Suppose it does so over distances short compared with the wavelength, so that the light sees an average response, but long enough for each exciton to keep its local energy. Disorder on a finer scale is partly averaged out by the exciton's motion and broadens the line less. Let the local energies have a Gaussian distribution of standard deviation $\hbar\sigma$. For an exciton displaced by $u$ from the line centre,

$$\frac{1}{u-i\gamma}=i\int_0^\infty e^{-(\gamma+iu)\tau}d\tau.$$

The Gaussian average of $e^{-iu\tau}$ is $e^{-\sigma^2\tau^2/2}$. Neglecting the small shift from $\operatorname{Im}J$, the averaged response satisfies $\beta|Q|^2\bar X=is$, with

$$s=\Gamma\int_0^\infty e^{-\gamma\tau-\sigma^2\tau^2/2}\,d\tau,\qquad A=\frac{2s}{(1+s)^2}. \tag{22}$$

The second formula follows from (20) and (21) with $\tilde r=-s/(1+s)$.

**Limit.** For $\sigma\to0$, $s=\Gamma/\gamma$, and the earlier result returns.

Disorder lowers $s$, because the excitons away from the line centre respond more weakly there. With $\hbar\sigma=0.5$ meV and $\gamma=\Gamma$, the example absorbs $A=0.336$, which corresponds to $s=0.27$. The condition for the best damping changes as well. At fixed $\sigma$, the integral in (22) grows as $\gamma$ falls. Its largest value, approached for $\gamma\to0$, is

$$s=\sqrt{\frac{\pi}{2}}\,\frac{\Gamma}{\sigma}=1.25\times\frac{0.132}{0.5}=0.33.$$

This gives $A=0.37$. For so broad a distribution, one half is out of reach at the line centre for any $\gamma$, and $\gamma=\Gamma$ is no longer the best choice.

### Breaking the index match: an air surface

The sample's surface also changes the largest absorption. Let light arrive from air, with the well at depth $\ell$ below an uncoated surface and the medium continuing far behind it. Continuity of the field and its slope at the surface gives the transmission amplitude $2/(1+n)$ into the medium and, for light coming from inside, the reflection amplitude

$$q=\frac{n-1}{n+1}.$$

For $n=3.0$, $q=0.5$.

Let $v$ be the amplitude of the wave that travels towards the well, measured at the well. It consists of light newly transmitted and light sent back by the well and reflected at the surface:

$$v=\frac{2}{1+n}e^{ik\ell}+q\,r\,e^{i\theta}v,\qquad \theta=2k\ell.$$

Solve for $v$. The flux in the medium is $n$ times larger than in air for the same amplitude, and

$$n\left(\frac{2}{1+n}\right)^2=1-q^2.$$

With $r=i\Gamma/D$ for a thin symmetric well,

$$A=\frac{1-q^2}{|1-qre^{i\theta}|^2}\,\frac{2\Gamma\gamma}{|D|^2}=\frac{2(1-q^2)\Gamma\gamma}{|D-iq\Gamma e^{i\theta}|^2}. \tag{23}$$

Separating $e^{i\theta}$ into cosine and sine, the quantity in the denominator is

$$D-iq\Gamma e^{i\theta}=(\omega_0'-\omega+q\Gamma\sin\theta)-i(\gamma+\Gamma_\theta),\qquad \Gamma_\theta=\Gamma(1+q\cos\theta).$$

The surface shifts the line and changes the radiative rate. At the new line centre the best damping is $\gamma=\Gamma_\theta$, by the same argument as in (18), and

$$A_{\max}=\frac{1-q^2}{2(1+q\cos\theta)}. \tag{24}$$

The condition of equal rates survives, but with the changed radiative rate. The value one half does not.

Equation (24) has a simple meaning. Of the light the exciton emits, a power proportional to $1-q^2$ escapes into the air. The power going into the depth is proportional to $|1+qe^{i\theta}|^2=1+q^2+2q\cos\theta$. The sum is $2(1+q\cos\theta)$. The best absorption therefore equals the fraction of the exciton's emission that leaves towards the light source. In an index-matched medium this fraction is one half, and (24) with $q=0$ gives that value.

With the surface, the extremes are

$$\cos\theta=1:\ A_{\max}=\frac{1-q}{2}=0.25,\qquad \cos\theta=-1:\ A_{\max}=\frac{1+q}{2}=0.75.$$

The higher value occurs, for example, at a depth of a quarter wavelength in the medium, and it needs $\gamma=0.5\,\Gamma$.

**Test.** A scan of the first form of (23) over depth, damping and detuning gave 0.250 and 0.750 for the worst and best depth.

### Temperature as a control of the damping

Phonons increase $\gamma$ when the well is warmed. A rough law is

$$\hbar\gamma(T)=0.030\ \text{meV}+(0.0020\ \text{meV/K})\,T+\frac{17\ \text{meV}}{e^{21\,\text{meV}/k_BT}-1}, \tag{25}$$

for residual scattering, acoustic phonons and optical phonons of 21 meV. The coefficients are rough inputs, $\Gamma$ is held fixed, and disorder is left out.

At 10 K the optical phonons are negligible, so $\hbar\gamma=0.030+0.020=0.050$ meV and $A=0.40$. At 38 K, $\hbar\gamma$ reaches 0.132 meV and $A=0.50$. At 100 K it is 1.86 meV, mostly from optical phonons, and $A=0.12$. In this model, warming a clean well first raises the peak absorption and then lowers it. The temperature of the maximum is only a rough estimate: halving or doubling the acoustic and optical coefficients moves it between about 25 and 48 K at fixed $\Gamma$, and a radiative rate of $\hbar\Gamma=0.07$ meV instead of 0.132 meV would put it near 20 K.

At 38 K the thermal energy is 3.3 meV, well below a rough exciton binding energy of 20 meV. At 100 K it is 8.6 meV, and the picture of one isolated bound exciton is less secure.

### The model beside a real CdTe well

A radiative amplitude width near 0.1 meV is a reasonable order of magnitude for such wells. A real sample can depart from the model in several ways. An uncoated surface, for this index, moves the best absorption to a value between 0.25 and 0.75, depending on depth. Disorder broadens the line. At the assumed 0.5 meV, and without the surface effect, this lowers the peak from 0.50 to 0.34 at $\gamma=\Gamma$. An experiment that is to realize the ideal case, one half at equal rates, needs a good antireflection coating, no reflection from behind the well, surrounding layers and a substrate that are transparent at the exciton energy (GaAs is not at 1.62 eV), disorder small compared with $\Gamma$, and a temperature at which $\gamma\approx\Gamma$.

Two other effects are small for the example. A light-hole exciton 15 meV higher, with one third of the coupling and the same profile and damping, lowers the largest absorption at $\gamma=\Gamma$ by less than $10^{-6}$, when the light is retuned to the new maximum. The bound (21) holds for the combined response, and a slight detuning almost restores its optimum.

The other effect is the density of excitons. Scattering can give an exciton an in-plane momentum larger than that of light in the medium, and it then cannot radiate until it is scattered back. The absorbed population can therefore live much longer than the 2.5 ps found for an exciton without in-plane momentum. Light of 1 W/cm², half absorbed, creates in an assumed population lifetime of 0.2 ns the density

$$\frac{0.5\times1\ \text{W/cm}^2\times0.2\ \text{ns}}{1.62\ \text{eV}}=3.9\times10^{8}\ \text{cm}^{-2}.$$

Excitons begin to overlap near $1/(\pi a^2)=8.8\times10^{11}\ \text{cm}^{-2}$, with $a$ the exciton radius of 6.0 nm. The density is about 0.04 percent of this. For so narrow a line the stricter test is the shift caused by the interaction between excitons, compared with $\Gamma$. For excitons of equal spin in a strictly two-dimensional layer, exchange raises the energy by about $6e^2a/(4\pi\varepsilon_0\varepsilon)$ times the density. With a dielectric constant $\varepsilon=10.2$ this is 0.02 meV, and the finite well width roughly halves it. The shift is thus about a tenth of $\hbar\Gamma$ and lowers $A$ at the original line centre by less than 1 percent. The linear response holds at 1 W/cm², but ten times that intensity would bring the shift close to $\hbar\Gamma$.

## Calculated quantities

```
INPUTS: rough CdTe quantum-well values
refractive index: 3.0
exciton energy: 1.62 eV
well width: 10 nm
dipole length d/e: 0.55 nm
in-plane exciton radius: 6.0 nm
RADIATIVE COUPLING
contact density: 0.01768 nm^-2
d^2 |phi(0)|^2 / e^2: 0.005349 (no unit)
hbar beta: 0.1324 meV
form factor |Q|^2: 0.9980 (no unit)
Im J: 0.0508 (no unit)
hbar Gamma: 0.1322 meV
hbar Gamma from box modes: 0.1326 meV
radiative population lifetime: 2.49 ps
energy shift by own field: 0.0067 meV
ON RESONANCE, from the wave equation
gamma/Gamma  0.1: R 0.8264, T 0.0083, A 0.1653
gamma/Gamma  1.0: R 0.2500, T 0.2500, A 0.5000
gamma/Gamma 10.0: R 0.0083, T 0.8264, A 0.1653
largest A found by search: 0.50000
gamma/Gamma at largest A: 1.0000
full width at largest A: 0.5287 meV
spectral area, gamma/Gamma  0.1: 0.0755 meV
spectral area, gamma/Gamma  1.0: 0.4153 meV
spectral area, gamma/Gamma 10.0: 0.7550 meV
two beams in phase: A 1.0000
two beams in opposite phase: A 0.0000
TEMPERATURE, rough broadening law
residual damping: 0.030 meV
acoustic coefficient: 0.0020 meV/K
optical coefficient: 17.0 meV
optical phonon energy: 21.0 meV
temperature for gamma = Gamma: 37.7 K
 10.0 K: hbar gamma 0.0500 meV, A 0.3983
 37.7 K: hbar gamma 0.1322 meV, A 0.5000
100.0 K: hbar gamma 1.8587 meV, A 0.1240
NEGLECTED EFFECTS
air surface reflection amplitude: 0.500
air surface, best A at worst depth: 0.250
air surface, best A at best depth: 0.750
inhomogeneous standard deviation: 0.50 meV
inhomogeneous line, A at gamma = Gamma: 0.3359
light-hole splitting (rough): 15 meV
peak A lost by light-hole neighbour: 3.7e-11
thermal energy at match: 3.25 meV
exciton binding energy (rough): 20 meV
light intensity: 1.0 W/cm2
population lifetime (rough): 0.2 ns
exciton density: 3.85e+08 cm^-2
overlap density 1/(pi radius^2): 8.84e+11 cm^-2
```
